**One-wavelength ellipsometry of a 1 nm oxide: one well-measured combination**

For a film of thickness $d$ and real permittivity $\epsilon=n^2$ on a substrate $\epsilon_s$, the first-order change of $\ln\rho$, with $\rho=r_p/r_s=\tan\psi\,e^{-i\Delta}$, is $iGJ$. Here $J=d(\epsilon-1)(\epsilon_s-\epsilon)/\epsilon$, and $G$ depends on angle, wavelength and substrate but not on the film. The program solves the field-matching equations directly and asserts the order of the remainders left by the first- and second-order formulas, the additivity of $J$ for thin layers, and the conjugation of $\rho$ when $d$ is reversed on a transparent substrate. It also asserts the stationary index, the twin index, the laws for the Jacobian determinant and the first-order formula for the index error. For 1 nm of oxide on silicon at 1.96 eV and 70 degrees, with $\psi$ noise of 0.01 degree, the linearized errors are 1.8 nm in $d$ and 1.9 in $n$ when both are free, but 0.019 nm in $d$ when $n$ is known. Films with assumed indices from 1.35 to 2.00 reproduce $\Delta$ and miss $\psi$ by less than the noise. The output also shows a much smaller index error for films of 10 and 100 nm, and a smaller one at 3.40 eV, where silicon absorbs strongly.

## Verification by program

```python
# Result under test: a film much thinner than the wavelength changes the
# ellipsometric ratio rho = r_p/r_s = tan(psi)*exp(-i*Delta) at first order by
#   delta ln(rho) = i*G*J,   J = d*(e-1)*(es-e)/e,
# so one wavelength measures almost only J, not thickness d and index n apart.
# e = n^2: film permittivity; es: substrate permittivity; G: angle factor;
# k0: vacuum wave number. Time factor exp(-i*omega*t), so Im(es) >= 0.
# Lengths are in nm. Reference values come from solving the field matching.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def wave_number(photon_ev):
    """k0 = omega/c in atomic units (c = 1/alpha), converted to 1/nm."""
    hartree_ev = const.physical_constants["Hartree energy in eV"][0]
    bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
    return photon_ev / hartree_ev * const.fine_structure / bohr_nm


def film(n, d):
    """Isotropic layer: in-plane permittivity, normal permittivity, thickness."""
    return (n**2, n**2, d)


def reflection(pol, k0, deg, layers, es):
    """Solve continuity of the field and its flux at every interface."""
    s2 = np.sin(np.radians(deg))**2
    media = [(1.0, 1.0, 0.0)] + list(layers) + [(es, es, 0.0)]
    q, y = [], []
    for ex, ez, _ in media:
        if pol == "s":
            root = np.sqrt(ex - s2 + 0j)
            q.append(root)
            y.append(root)
        else:
            root = np.sqrt(ex * (1 - s2 / ez) + 0j)
            q.append(root)
            y.append(root / ex)
    count = len(media)
    m = np.zeros((2 * count - 2, 2 * count), complex)
    for i in range(count - 1):
        p = np.exp(1j * q[i] * k0 * media[i][2])
        m[2*i, 2*i:2*i+4] = [p, 1 / p, -1, -1]
        m[2*i+1, 2*i:2*i+4] = [y[i]*p, -y[i]/p, -y[i+1], y[i+1]]
    # incoming amplitude is one, nothing returns from inside the substrate
    return np.linalg.solve(m[:, 1:-1], -m[:, 0])[0]


def log_rho(k0, deg, layers, es):
    """ln(-rho): real part ln tan(psi), imaginary part pi - Delta."""
    return np.log(-reflection("p", k0, deg, layers, es)
                  / reflection("s", k0, deg, layers, es))


def psi_delta(log_value):
    return (np.degrees(np.arctan(np.exp(log_value.real))),
            180 - np.degrees(log_value.imag))


def angle_factor(k0, deg, es):
    c, s = np.cos(np.radians(deg)), np.sin(np.radians(deg))
    return 2 * k0 * c * s**2 * es / ((es - 1) * (es * c**2 - s**2))


def invariant(n, d, es):
    e = n**2
    return d * (e - 1) * (es - e) / e


def second_order(k0, deg, n, d, es):
    e = n**2
    s2 = np.sin(np.radians(deg))**2
    qa, qs = np.sqrt(1 - s2), np.sqrt(es - s2 + 0j)
    z = qs / es
    rs = (e - es) / (1 - es)
    rp = (1 - s2 / e - e * z**2) / (qa**2 - z**2)
    return 2 * qa * (k0 * d)**2 * (z * rp * (rp - e) - qs * rs * (rs - 1))


def slopes(k0, deg, n, d, es):
    """Numerical derivatives of ln(rho) with respect to d and n."""
    hd, hn = 1e-3 * d, 1e-3
    by_d = (log_rho(k0, deg, [film(n, d + hd)], es)
            - log_rho(k0, deg, [film(n, d - hd)], es)) / (2 * hd)
    by_n = (log_rho(k0, deg, [film(n + hn, d)], es)
            - log_rho(k0, deg, [film(n - hn, d)], es)) / (2 * hn)
    return by_d, by_n


def determinant(by_d, by_n):
    return (np.conj(by_d) * by_n).imag


def log_noise(k0, deg, n, d, es, noise_deg):
    psi = psi_delta(log_rho(k0, deg, [film(n, d)], es))[0]
    return 2 * np.radians(noise_deg) / np.sin(2 * np.radians(psi))


def errors(k0, deg, n, d, es, noise_deg):
    """Standard errors of d and n when both are free, and of d at known n."""
    by_d, by_n = slopes(k0, deg, n, d, es)
    sl = log_noise(k0, deg, n, d, es, noise_deg)
    det = abs(determinant(by_d, by_n))
    return sl * abs(by_n) / det, sl * abs(by_d) / det, sl / abs(by_d)


def first_order_index_error(k0, deg, n, d, es, noise_deg):
    sl = log_noise(k0, deg, n, d, es, noise_deg)
    g = abs(angle_factor(k0, deg, es))
    return sl * abs(es - n**2) / (2 * n * g * d * (1 - 1 / n**2) * es.imag)


# Example inputs; optical constants and noise are rough typical values
photon, photon_uv = 1.96, 3.40
k_red, k_uv = wave_number(photon), wave_number(photon_uv)
n_red, n_uv = 3.88 + 0.02j, 6.5 + 2.7j
es_red, es_uv = n_red**2, n_uv**2
es_clear = n_red.real**2
angle, n_ox, d_ox, noise = 70.0, 1.46, 1.0, 0.01
wavelength = 2 * np.pi / k_red
assert abs(wavelength / (const.h * const.c / (photon * const.e) * 1e9) - 1) < 1e-7

# Orders of the expansion: halving d divides the remainders by 4 and by 8
for k0, es in ((k_red, es_red), (k_uv, es_uv), (k_red, es_clear)):
    for deg in (60.0, 70.0):
        bare = log_rho(k0, deg, [], es)
        left1, left2 = [], []
        for d in (0.2, 0.1):
            shift = log_rho(k0, deg, [film(n_ox, d)], es) - bare
            one = 1j * angle_factor(k0, deg, es) * invariant(n_ox, d, es)
            left1.append(abs(shift - one))
            left2.append(abs(shift - one - second_order(k0, deg, n_ox, d, es)))
        assert abs(left1[0] / left1[1] - 4) < 0.2
        assert abs(left2[0] / left2[1] - 8) < 0.5

# Several thin layers add their J
stack = ((1.33, 0.2), (1.46, 1.0), (2.0, 0.3))
left = []
for scale in (0.1, 0.05):
    shift = (log_rho(k_red, angle, [film(n, scale*d) for n, d in stack], es_red)
             - log_rho(k_red, angle, [], es_red))
    total = sum(invariant(n, scale * d, es_red) for n, d in stack)
    left.append(abs(shift - 1j * angle_factor(k_red, angle, es_red) * total))
assert abs(left[0] / left[1] - 4) < 0.2

# Transparent substrate: reversing d conjugates the ratio
plus = log_rho(k_red, angle, [film(n_ox, 5.0)], es_clear)
minus = log_rho(k_red, angle, [film(n_ox, -5.0)], es_clear)
assert abs(minus - np.conj(plus)) < 1e-11 and abs(plus.imag) > 0.1

# Stationary index and twin index, found from the full optics
best = minimize_scalar(
    lambda n: -log_rho(k_red, angle, [film(n, 0.01)], es_clear).imag * 1e3,
    bounds=(1.2, 3.0), method="bounded", options={"xatol": 1e-7})
n_flat = es_clear**0.25
assert abs(best.x - n_flat) < 1e-3
n_twin = n_red.real / n_ox
twin_a = log_rho(k_red, angle, [film(n_ox, 0.01)], es_clear).imag
twin_b = log_rho(k_red, angle, [film(n_twin, 0.01)], es_clear).imag
assert abs(twin_a / twin_b - 1) < 1e-5

# Determinant: proportional to Im(es) at first order, else starting at d^2
tiny = 1e-3
det_num = determinant(*slopes(k_uv, angle, n_ox, tiny, es_uv))
det_formula = (abs(angle_factor(k_uv, angle, es_uv))**2 * tiny
               * (1 - 1 / n_ox**2)**2 * es_uv.imag * 2 * n_ox)
assert abs(det_num / det_formula - 1) < 5e-3
det_1 = determinant(*slopes(k_red, angle, n_ox, 0.2, es_clear))
det_2 = determinant(*slopes(k_red, angle, n_ox, 0.1, es_clear))
assert abs(det_1 / det_2 - 4) < 0.2
tiny_error = errors(k_uv, angle, n_ox, tiny, es_uv, noise)[1]
tiny_formula = first_order_index_error(k_uv, angle, n_ox, tiny, es_uv, noise)
assert abs(tiny_error / tiny_formula - 1) < 5e-3

# The 1 nm oxide
bare = log_rho(k_red, angle, [], es_red)
covered = log_rho(k_red, angle, [film(n_ox, d_ox)], es_red)
psi0, delta0 = psi_delta(bare)
psi1, delta1 = psi_delta(covered)
g_red = angle_factor(k_red, angle, es_red)
j_red = invariant(n_ox, d_ox, es_red)
one = 1j * g_red * j_red
two = second_order(k_red, angle, n_ox, d_ox, es_red)
to_psi = np.degrees(0.5 * np.sin(2 * np.radians(psi0)))
sl_red = log_noise(k_red, angle, n_ox, d_ox, es_red, noise)
err_d, err_n, err_d_known = errors(k_red, angle, n_ox, d_ox, es_red, noise)
by_d, by_n = slopes(k_red, angle, n_ox, d_ox, es_red)
correlation = -(np.conj(by_d) * by_n).real / (abs(by_d) * abs(by_n))
assert err_n > 0.5

print(f"photon energy {photon:.2f} eV, wavelength {wavelength:.1f} nm")
print(f"k0 = {k_red:.6f} 1/nm, angle {angle:.0f} deg")
print(f"silicon index {n_red.real:.2f} + {n_red.imag:.2f}i (rough)")
print(f"silicon permittivity {es_red.real:.3f} + {es_red.imag:.4f}i")
print(f"oxide: n = {n_ox:.2f}, d = {d_ox:.2f} nm")
print(f"noise: psi {noise:.3f} deg, Delta {np.degrees(sl_red):.4f} deg")
print(f"bare: psi {psi0:.4f} deg, Delta {delta0:.4f} deg")
print(f"with oxide: psi {psi1:.4f} deg, Delta {delta1:.4f} deg")
print(f"full shifts: psi {psi1-psi0:.5f}, Delta {delta1-delta0:.4f} deg")
print(f"G = {g_red.real:.6f} {g_red.imag:+.6f}i 1/nm")
print(f"J = {j_red.real:.4f} {j_red.imag:+.4f}i nm")
print(f"1st order: psi {to_psi*one.real:.5f}, "
      f"Delta {-np.degrees(one.imag):.4f} deg")
print(f"2nd order: psi {to_psi*two.real:.5f}, "
      f"Delta {-np.degrees(two.imag):.4f} deg")
print(f"relative error of J: {100*sl_red/abs(one):.2f} percent")
print(f"both free: error of d {err_d:.3f} nm, of n {err_n:.3f}")
print(f"n known: error of d {err_d_known:.4f} nm")
print(f"correlation of d and n errors: {correlation:.6f}")
first_n = first_order_index_error(k_red, angle, n_ox, d_ox, es_red, noise)
print(f"error of n from first-order formula: {first_n:.3f}")

# Thickness that reproduces Delta exactly for each assumed index
print("assumed n, fitted d (nm), psi mismatch (deg):")
mismatch = {}
for n in (1.35, 1.46, 1.60, 1.80, 2.00):
    fit = brentq(lambda d: psi_delta(
        log_rho(k_red, angle, [film(n, d)], es_red))[1] - delta1, 0.3, 3.0,
        xtol=1e-12)
    value = psi_delta(log_rho(k_red, angle, [film(n, fit)], es_red))[0]
    mismatch[n] = value - psi1
    assert abs(mismatch[n]) < noise
    print(f"  {n:.2f}  {fit:.4f}  {mismatch[n]:+.5f}")
psi_t, delta_t = psi_delta(log_rho(k_red, angle, [film(n_twin, d_ox)], es_red))
print(f"stationary index {n_flat:.4f}, twin index {n_twin:.4f}")
print(f"twin film, 1 nm: psi {psi_t:.4f} deg, Delta {delta_t:.4f} deg")

# More angles at the same wavelength
info = np.zeros((2, 2))
print("angle (deg), error of n when both are free:")
for deg in (60.0, 65.0, 70.0, 75.0):
    a, b = slopes(k_red, deg, n_ox, d_ox, es_red)
    jac = np.array([[a.real, b.real], [a.imag, b.imag]])
    info += jac.T @ jac / log_noise(k_red, deg, n_ox, d_ox, es_red, noise)**2
    print(f"  {deg:.0f}  {errors(k_red, deg, n_ox, d_ox, es_red, noise)[1]:.3f}")
joint_d, joint_n = np.sqrt(np.diag(np.linalg.inv(info)))
assert joint_n > 0.3
print(f"four angles together: d {joint_d:.3f} nm, n {joint_n:.3f}")

# Where the obstacle weakens
print("film d (nm), error of d (nm), error of n:")
trend = []
for d in (1.0, 10.0, 100.0):
    ed, en, _ = errors(k_red, angle, n_ox, d, es_red, noise)
    trend.append(en)
    print(f"  {d:.0f}  {ed:.4f}  {en:.5f}")
assert trend[0] > trend[1] > trend[2] and trend[2] < 0.01
uv_d, uv_n, _ = errors(k_uv, angle, n_ox, d_ox, es_uv, noise)
uv_first = first_order_index_error(k_uv, angle, n_ox, d_ox, es_uv, noise)
assert uv_n < err_n
print(f"at {photon_uv:.2f} eV: silicon index {n_uv.real:.1f} + {n_uv.imag:.1f}i"
      " (rough)")
print(f"  1 nm: error of d {uv_d:.3f} nm, of n {uv_n:.3f}")
print(f"  error of n from first-order formula {uv_first:.3f}")

# Effects left out of the model, sized with rough typical magnitudes
oxide = film(n_ox, d_ox)
warm, slope_t = 5.0, 3e-4
angle_slip, k_slip, anisotropy = 0.01, 0.002, 0.02
water, suboxide = (1.33, 0.2), (2.0, 0.3)
cases = {
    f"angle +{angle_slip} deg": (angle + angle_slip, [oxide], es_red),
    f"silicon +{warm:.0f} K (dn/dT {slope_t:.0e}/K)":
        (angle, [oxide], (n_red + warm * slope_t)**2),
    f"silicon k +{k_slip}": (angle, [oxide], (n_red + 1j * k_slip)**2),
    f"water {water[1]} nm, n {water[0]}":
        (angle, [film(*water), oxide], es_red),
    f"suboxide {suboxide[1]} nm, n {suboxide[0]}":
        (angle, [oxide, film(*suboxide)], es_red),
    f"normal permittivity +{100*anisotropy:.0f} percent":
        (angle, [(n_ox**2, n_ox**2 * (1 + anisotropy), d_ox)], es_red),
}
print("neglected effect: change of psi, of Delta (deg):")
changes = []
for name, (deg, layers, es) in cases.items():
    p, dl = psi_delta(log_rho(k_red, deg, layers, es))
    changes.append(p - psi1)
    print(f"  {name}: {p-psi1:+.5f}, {dl-delta1:+.4f}")
# a small angle error hides the psi change that would reveal the index
assert abs(changes[0]) > abs(mismatch[1.60])

print("every check passed")
```

Printed output:

```
photon energy 1.96 eV, wavelength 632.6 nm
k0 = 0.009933 1/nm, angle 70 deg
silicon index 3.88 + 0.02i (rough)
silicon permittivity 15.054 + 0.1552i
oxide: n = 1.46, d = 1.00 nm
noise: psi 0.010 deg, Delta 0.0554 deg
bare: psi 10.5582 deg, Delta 179.1876 deg
with oxide: psi 10.5722 deg, Delta 176.3138 deg
full shifts: psi 0.01399, Delta -2.8738 deg
G = 0.007317 -0.000157i 1/nm
J = 6.8601 +0.0824i nm
1st order: psi 0.00487, Delta -2.8765 deg
2nd order: psi 0.00913, Delta 0.0012 deg
relative error of J: 1.93 percent
both free: error of d 1.849 nm, of n 1.877
n known: error of d 0.0193 nm
correlation of d and n errors: -0.999945
error of n from first-order formula: 7.103
assumed n, fitted d (nm), psi mismatch (deg):
  1.35  1.1489  +0.00061
  1.46  1.0000  +0.00000
  1.60  0.9010  -0.00074
  1.80  0.8397  -0.00189
  2.00  0.8272  -0.00326
stationary index 1.9698, twin index 2.6575
twin film, 1 nm: psi 10.5611 deg, Delta 176.3109 deg
angle (deg), error of n when both are free:
  60  2.558
  65  2.152
  70  1.877
  75  1.752
four angles together: d 0.996 nm, n 1.011
film d (nm), error of d (nm), error of n:
  1  1.8486  1.87716
  10  0.2473  0.02485
  100  0.0300  0.00024
at 3.40 eV: silicon index 6.5 + 2.7i (rough)
  1 nm: error of d 0.196 nm, of n 0.167
  error of n from first-order formula 0.189
neglected effect: change of psi, of Delta (deg):
  angle +0.01 deg: -0.01628, -0.0063
  silicon +5 K (dn/dT 3e-04/K): +0.01095, +0.0033
  silicon k +0.002: +0.00081, -0.0810
  water 0.2 nm, n 1.33: +0.00429, -0.4829
  suboxide 0.3 nm, n 2.0: +0.00865, -1.0399
  normal permittivity +2 percent: +0.00050, -0.0579
every check passed
```
